# Why Thin Axial Nanowire Junctions Stay Coherent at Misfits That Dislocate Films

To estimate whether an axial heterojunction in a nanowire will contain misfit dislocations, one must choose the length of strained material that drives them. Planar film theory uses the thickness $h$ of the deposited layer. If the segment length of a wire is used in the same way, every misfitting segment is predicted to dislocate once it is long enough. The appropriate length for a long segment is instead a fixed fraction of the wire radius $R$. A solvable elastic model shows why, and also where the advantage of the wire ends.

## The model and its film limit

A long cylindrical stem occupies $z<0$ and an overlayer occupies $0<z<h$. They join coherently and have equal, isotropic elastic constants: shear modulus $G$ and Poisson's ratio $\nu$. The free lattice parameter of the overlayer is larger by a small fraction $f$. The side wall and the top are free of traction. Surface stress, facets and anisotropy are left out.

First hold the overlayer laterally to the lattice of the stem. Its transverse elastic strains are $-f$. With $\varepsilon_{zz}$ the axial elastic strain, the free top requires

$$\sigma_{zz}=2G\left[\varepsilon_{zz}+\frac{\nu}{1-2\nu}(\varepsilon_{zz}-2f)\right]=0,\qquad \varepsilon_{zz}=\frac{2\nu f}{1-\nu}.$$

The trace of the elastic strain is then $-2f(1-2\nu)/(1-\nu)$, so

$$\sigma_{rr}=\sigma_{\theta\theta}=2G\left[-f-\frac{2\nu f}{1-\nu}\right]=-Mf,\qquad M=\frac{2G(1+\nu)}{1-\nu}.$$

This state is compatible, since $u_r=0$ and $u_z$ depends on $z$ alone, and it is in equilibrium. A laterally unlimited film on a thick substrate stays in it. The energy density is $\tfrac12\cdot2(-Mf)(-f)=Mf^2$, so the energy per area, $Mf^2h$, grows without limit.

In the wire this state leaves a forbidden traction $\sigma_{rr}=-Mf$ on the side wall of the overlayer. We must add the field of a traction $+Mf$ on $0<z<h$. Far from the ends of the loaded band that field is $\sigma_{rr}=\sigma_{\theta\theta}=Mf$, $\sigma_{zz}=0$, which cancels the misfit stress. Side-wall relaxation is therefore the cause of the difference. In a numerical test at $h=3R$ with radial displacement of the wall forbidden, both the energy and the dislocation drive returned to their film values.

## How fast the strain decays

Measure lengths in $R$ for the moment and consider a wall traction $\cos kz$. Put $x=kr$, $u_r=U(x)\cos kz$ and $u_z=W(x)\sin kz$. The equilibrium equation $\nabla^2\mathbf u+\nabla e/(1-2\nu)=0$ makes the dilatation $e$ harmonic. Write it as $e=2(1-2\nu)k\beta I_0(x)\cos kz$, where $I_n$ are modified Bessel functions. The axial equation becomes

$$\frac{d^2W}{dx^2}+\frac1x\frac{dW}{dx}-W=2\beta I_0.$$

Since $(xI_1)'=xI_0$ and $x^{-1}(x^2I_0)'=2I_0+xI_1$, a particular solution is $\beta xI_1$. The solution regular on the axis is $W=aI_0+\beta xI_1$. The definition of $e$ now gives

$$\frac{d(xU)}{dx}=[2(1-2\nu)\beta-a]xI_0-\beta x^2I_1.$$

With $\int xI_0\,dx=xI_1$ and $\int x^2I_1\,dx=x^2I_0-2xI_1$,

$$U=cI_1-\beta xI_0,\qquad c=4(1-\nu)\beta-a.$$

The shear stress is $Gk(W'-U)\sin kz$, or

$$\sigma_{rz}=Gk\{[2a-4(1-\nu)\beta]I_1+2\beta xI_0\}\sin kz.$$

It must vanish at the wall, $x=k$. Writing $I_n$ without argument for $I_n(k)$ from here on, we get

$$a=\beta\left[2(1-\nu)-\frac{kI_0}{I_1}\right],\qquad c=\beta\left[2(1-\nu)+\frac{kI_0}{I_1}\right].$$

The radial stress has amplitude $2Gk[U'+2\nu\beta I_0(x)]$, with $U'=c[I_0(x)-I_1(x)/x]-\beta I_0(x)-\beta xI_1(x)$. At the wall the terms proportional to $I_0$ alone have coefficient $2(1-\nu)-1-1+2\nu=0$. The remainder is

$$\sigma_{rr}(1)=\frac{2G\beta\Delta}{I_1}\cos kz,\qquad \Delta=k^2(I_0^2-I_1^2)-2(1-\nu)I_1^2.$$

Unit traction thus means $\beta=I_1/(2G\Delta)$.

Away from the junction, the deviation from the relaxed state must leave the wall free. An exponentially decaying solution follows by setting $k=i\gamma$ and $\Delta=0$. Since $I_0(i\gamma)=J_0(\gamma)$ and $I_1(i\gamma)=iJ_1(\gamma)$,

$$\gamma^2[J_0^2(\gamma)+J_1^2(\gamma)]=2(1-\nu)J_1^2(\gamma).$$

For $\nu=0.3$ the relevant root is $\gamma=2.72\pm1.36i$. With $R$ restored, the amplitude falls as $\exp(-2.72z/R)$, by a factor $e$ in $0.37R$. The stress computed from the full Fourier integral at $z/R=2$, 2.5 and 3 passed a test against this damped oscillation.

To build the field for an endless overlayer, write the step traction as

$$Mf\left[\frac12+\frac1\pi\int_0^\infty\frac{\sin kz}{k}\,dk\right].$$

On the axis, $U'+2\nu\beta I_0(x)$ tends to $c/2-\beta+2\nu\beta=\beta[\nu+kI_0/(2I_1)]$. Adding the initial stress $-Mf$ gives, for $z>0$,

$$\frac{\sigma_{rr}(0,z)}{Mf}=-\frac12+\frac1\pi\int_0^\infty\frac{k(\nu I_1+kI_0/2)}{\Delta}\frac{\sin kz}{k}\,dk.$$

At the junction half the misfit stress remains, because the stem shares the strain. The values are $-0.26$ at $z=0.25R$, $-0.09$ at $0.5R$ and $+0.01$ at $R$. The change of sign reflects the complex root. For a segment with $h=3R$, about 98% of the elastic energy lies within one radius of the junction. The strained region therefore extends roughly one radius to either side of the junction, although the e-folding length is shorter.

## What a dislocation can gain

Place an edge dislocation along a diameter of the junction, with its Burgers vector, of length $b$, in the junction plane and perpendicular to the line. For $f>0$ it removes a half-plane of thickness $b$ from the overlayer. For $f<0$ a half-plane is inserted and the argument holds with $|f|$.

Let $\boldsymbol\sigma_1$ be the misfit stress, $\mathbf e_2$ the total strain caused by the removal, and $\boldsymbol\varepsilon_2^*$ the stress-free strain that represents it. The cross term in the elastic energy is

$$\int\boldsymbol\sigma_1:(\mathbf e_2-\boldsymbol\varepsilon_2^*)\,dV=-\int\boldsymbol\sigma_1:\boldsymbol\varepsilon_2^*\,dV.$$

The first part vanishes because $\boldsymbol\sigma_1$ is in equilibrium with free surfaces and $\mathbf e_2$ is compatible. Removal means a stress-free strain of $-b$ times a delta function on the cut, so the cross term is $b\int\sigma_{\theta\theta}\,dA$. This is negative when the net stress on the cut is compressive. The energy gained is its opposite, which we write as $2R\,Mfb\,H$:

$$H=-\frac{1}{MfR}\int_0^h dz\int_0^R\sigma_{\theta\theta}\,dr.$$

In a film $\sigma_{\theta\theta}=-Mf$ and $H=h$. In the wire, radial equilibrium reads

$$\sigma_{\theta\theta}=\frac{\partial(r\sigma_{rr})}{\partial r}+\frac{\partial(r\sigma_{rz})}{\partial z}.$$

The first term integrates to zero because the wall is free, and the second contributes nothing at the free top. Hence

$$H=\frac{1}{MfR}\int_0^R r\,\sigma_{rz}(r,0)\,dr.$$

The drive is set by the shear stress across the junction, so distant material adds nothing once that shear has settled.

The stored energy behaves similarly. For stress-free strain $f$ in the overlayer it is $U_{\rm el}=-\tfrac12f\int(\sigma_{rr}+\sigma_{\theta\theta}+\sigma_{zz})\,dV$. The axial term drops out because no net force crosses any section. Multiplying the equilibrium equation by $r$ and adding $r\sigma_{rr}$ gives

$$r(\sigma_{rr}+\sigma_{\theta\theta})=\frac{\partial(r^2\sigma_{rr})}{\partial r}+\frac{\partial(r^2\sigma_{rz})}{\partial z}.$$

Integration over the overlayer, with $dV=2\pi r\,dr\,dz$, yields

$$U_{\rm el}=\pi f\int_0^R r^2\sigma_{rz}(r,0)\,dr.$$

For the endless overlayer, return to units of $R$. Shifting $z$ by a quarter period turns a cosine traction into a sine traction and $\sin kz$ in the shear into $-\cos kz$. The uniform half of the step produces no shear. Therefore

$$\frac{\sigma_{rz}(r,0)}{Mf}=\frac1\pi\int_0^\infty\frac{kI_0I_1(kr)-krI_0(kr)I_1}{\Delta}\,dk.$$

For a given $\nu$ this depends on $r/R$ alone, so both limiting lengths are proportional to $R$. For $\nu=0.3$, the value used in all numbers below,

$$H_\infty=0.095R,\qquad \frac{U_{\rm el}}{\pi R^2Mf^2}=0.073R.$$

An independent finite-element solution with $h=3R$ agreed with both within the 1% test tolerance.

At finite length, $H/R$ is 0.018 for $h=0.02R$, 0.060 for $h=0.1R$ and 0.092 for $h=R$. The shortest of these segments has 89% of the film drive. At $h=0.1R$ the fraction is already down to 60%.

## From bounded drive to critical radius

The dislocation also costs energy. Estimate its energy per length as $Gb^2\Lambda/[4\pi(1-\nu)]$. For a film take $\Lambda=\ln(h/b)+1$, where the 1 stands for the core. For a wire replace $h$ in the logarithm by the smaller of $h$ and $\sqrt{R^2-y^2}$, and average over the position $y$ along the diameter. The square root is the distance from the line to the side wall along the Burgers vector, in the plane normal to the line. Away from the centre the wall is closer in other directions, down to $R-|y|$, so this is a simple estimate of how free surfaces limit the dislocation energy, not a solution for the dislocation field.

Equating $MfbH$ to the cost and inserting $M$ gives the threshold misfit

$$f_*=\frac{b\Lambda}{8\pi(1+\nu)H}.$$

For a film $f_*$ tends to zero as $\ln h/h$. For a wire with $h\ge R$, the average needed is

$$\int_0^1\ln\sqrt{1-t^2}\,dt=\frac12[-1+(2\ln2-1)]=\ln2-1,$$

so $\Lambda=\ln(2R/b)$. Both cost and drive then have finite limits, and $f_*$ stays above zero however long the segment becomes.

Take round parameters $G=50$ GPa, $\nu=0.3$, $b=0.4$ nm, $f=1\%$ and $R=20$ nm. Then $Mf=1.86$ GPa. At $h=20$ nm, $H=0.0918\times20=1.84$ nm. Since 1 GPa nm² equals 6.24 eV/nm, the gain is

$$1.86\times0.4\times1.84\times6.24\approx8.5\ \text{eV/nm}.$$

The cost is $50\times0.4^2\ln(100)/(4\pi\times0.7)=4.19$ GPa nm², or 26.1 eV/nm, so the coherent wire is favoured. Tripling the length to 60 nm raises the gain only to 8.8 eV/nm and leaves the estimated cost unchanged. In a film the gain rises from 92.7 to 278.2 eV/nm, against costs of 27.9 and 34.1 eV/nm. The film passes its threshold at a thickness of about 4.1 nm.

With this cost estimate, the 20 nm wire tolerates up to about 2.6% misfit at any length $h\ge b$ (below that the logarithm in $\Lambda$ has no physical meaning), and the lowest threshold falls at a short length, near 3 nm. In the long limit

$$f_*=\frac{0.4\ln100}{8\pi\times1.3\times0.0954\times20}\approx3.0\%,$$

which is higher. At $h=0.15R$ the drive has already reached $0.0715/0.0954=75\%$ of its final value, while $\Lambda$ is about $\ln(3/0.4)+1=3.0$, or 65% of its final 4.6. In the estimate, the nearby top surface lowers the cost more than the short length lowers the drive. The margin is small, however, and the estimate counts only one surface distance at each point of the line. Relaxation at both side walls could lower the long-wire cost enough to reverse the order, so the most dangerous length is not settled here. A search for the critical radius should therefore cover all lengths from $h=b$ upward, not just the long-wire limit.

That search gives $R_c\approx73$ nm at 1% misfit. Changing the line cost by 25% downward or upward moves it to about 50 or 96 nm, so its first digit is already model-dependent. The existence of a critical radius is less sensitive: it follows from a drive whose upper bound is proportional to $R$ and a line cost that varies only logarithmically with $R$. The estimate is meant for small misfits. For misfits of about 4% and more it gives critical radii below about 10 nm, and the lowest threshold moves to $h=b$. There the core term and the cutoff fix the value, and the continuum estimate should not be trusted.

## Where the advantage ends

A wire wider than $R_c$ has a finite critical length, at which a dislocation first becomes favourable. With the estimated cost, a dislocation is favoured just above $R_c$ only over a range of lengths, because the estimated long-wire threshold is higher. At $R=2R_c\approx145$ nm the critical length is 5.5 nm, not far above the 4.1 nm of the film. The early overlayer is then thin compared with the radius, and its centre has little access to side-wall relaxation.

The comparison is one of equilibrium energies for a single dislocation on a diameter of the junction. A nucleation barrier could keep a wire coherent above the threshold, while another dislocation geometry could lower the threshold. Unequal elastic constants would change the numerical coefficients. A side wall held rigidly removes the effect itself, since the strain then persists through the whole segment. The complete set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
Poisson ratio: 0.3
shear modulus: 50 GPa
biaxial modulus M: 185.7 GPa
Burgers vector: 0.4 nm
misfit f: 1.0 %
film stress magnitude M f: 1.86 GPa
decay root gamma: 2.722 and 1.362 i
amplitude e-folding length: 0.367 R
energy within one R of junction: 98 %
axis radial stress / (M f), endless overlayer:
  z/R = 0.00: -0.5000
  z/R = 0.25: -0.2595
  z/R = 0.50: -0.0948
  z/R = 1.00: 0.0121
  z/R = 1.50: 0.0118
  z/R = 2.00: 0.0039
h/R, driving length/R, energy length/R:
  0.02  0.0178  0.0162
  0.05  0.0380  0.0325
  0.10  0.0598  0.0480
  0.15  0.0715  0.0558
  0.20  0.0772  0.0595
  0.30  0.0800  0.0618
  0.40  0.0800  0.0625
  0.50  0.0808  0.0634
  0.70  0.0854  0.0667
  1.00  0.0918  0.0708
  1.50  0.0951  0.0728
  2.00  0.0953  0.0729
  3.00  0.0954  0.0729
endless h, Fourier: 0.0954 R, 0.0729 R
largest driving length: 0.0954 R at h/R = 3.00
clamped side wall, h = 3 R: driving length 3.0000 R
film critical thickness: 4.06 nm
wire critical radius: 72.6 nm
ratio critical radius / film thickness: 17.9
critical radius, line cost -25 %: 49.9 nm
critical radius, line cost +25 %: 96.4 nm
example wire radius: 20 nm
its misfit limit at any length: 2.57 %
length of lowest limit: 3.1 nm
dislocation gain and cost per line length, eV/nm:
  wire h = 20 nm: gain 8.5, cost 26.1
  film h = 20 nm: gain 92.7, cost 27.9
  wire h = 60 nm: gain 8.8, cost 26.1
  film h = 60 nm: gain 278.2, cost 34.1
wire of radius 145.2 nm: critical length 5.5 nm
```
